\section*{The Van Vleck susceptibility of dilute ions with an arbitrary gauge origin}

\section{The question}

A dilute salt of magnetic ions in a weak field acquires a magnetization proportional to the field. An ion with a degenerate magnetic ground level, separated from the excited levels by a gap large against $kT$, gives a susceptibility with a part that falls as $1/T$ on top of a constant part. A closed-shell ion such as Li$^+$ is diamagnetic. An $f^6$ ion has a $J=0$ ground level with no moment, and is nevertheless paramagnetic at low temperature. One formula must hold all three cases. It is built from a vector potential, and for a uniform field this potential contains an arbitrary point $\mathbf R$, the gauge origin, on which no measured quantity may depend.

\section{The Hamiltonian in a field}

SI units are used, the electron charge is $-e$ with $e>0$, the nuclei are fixed, and spins and angular momenta $\mathbf S,\mathbf L,\mathbf J$ are in units of $\hbar$. The $N$ bound electrons of one ion have
\begin{equation}
H_0=\sum_i\frac{\mathbf p_i^2}{2m}+V(\mathbf r_1,\dots,\mathbf r_N)+\sum_i\mathbf a_i\cdot\mathbf p_i ,
\end{equation}
with $V$ local and $\mathbf a_i$ a divergence-free function of positions and spins. The usual spin--orbit term has $\mathbf a_i=(\hbar/4m^2c^2)\,\boldsymbol\sigma_i\times\nabla_iV$. $H_0$ is assumed symmetric under time reversal. From $[p_{ix},x_j]=-i\hbar\delta_{ij}$ the velocity operator is
\begin{equation}
\mathbf v_i=\frac{i}{\hbar}[H_0,\mathbf r_i]=\frac{\mathbf p_i}{m}+\mathbf a_i ,
\qquad [x_i,v_{jx}]=[y_i,v_{jy}]=\frac{i\hbar}{m}\delta_{ij},\quad [x_i,v_{jy}]=[y_i,v_{jx}]=0,
\label{vel}
\end{equation}
because $\mathbf a_i$ commutes with all positions.

The field $B$ is along $z$ and $\mathbf A(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf R)$. Only the $xy$ components of $\mathbf R$ enter. Minimal coupling replaces $\mathbf p_i$ by $\mathbf p_i+e\mathbf A_i$ everywhere. Since $\nabla\cdot\mathbf A=0$, $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and with the spin Zeeman term added,
\begin{equation}
H=H_0+e\sum_i\mathbf A_i\cdot\mathbf v_i+\frac{e^2}{2m}\sum_i\mathbf A_i^2+g\mu_BBS_z .
\end{equation}
The triple product gives $\mathbf A\cdot\mathbf v=\tfrac12B[(\mathbf r-\mathbf R)\times\mathbf v]_z$, and $\mathbf A^2=\tfrac14B^2|\boldsymbol\rho-\mathbf R|^2$ with $\boldsymbol\rho=(x,y)$. Hence $H=H_0-BM+B^2D$ with
\begin{equation}
M=-\frac e2\sum_i[(\mathbf r_i-\mathbf R)\times\mathbf v_i]_z-g\mu_BS_z,\qquad
D=\frac{e^2}{8m}\sum_i|\boldsymbol\rho_i-\mathbf R|^2 .
\label{MD}
\end{equation}
With $\mathbf a_i$ dropped and $\mathbf R=0$, the orbital moment reduces to $-\mu_BL_z$. The response of one ion is $\xi=-\partial^2F/\partial B^2$ at $B=0$, with $F=-\beta^{-1}\ln Z$ and $\beta=1/kT$. For independent ions so dilute that $B$ equals $\mu_0$ times the applied field strength, $\chi_{\rm mol}=\mu_0N_A\xi$.

\section{Expansion of the free energy}

Let $W=-BM+B^2D$ and $W(\tau)=e^{\tau H_0}We^{-\tau H_0}$. The operator $T(\beta)=e^{\beta H_0}e^{-\beta(H_0+W)}$ obeys $dT/d\beta=-W(\beta)T$ with $T(0)=1$. Integrating and iterating twice,
\begin{equation}
T(\beta)=1-\int_0^\beta\!d\tau\,W(\tau)+\int_0^\beta\!d\tau_1\!\int_0^{\tau_1}\!d\tau_2\,W(\tau_1)W(\tau_2)-\dots
\end{equation}
Take $Z={\rm Tr}\,e^{-\beta H_0}T$ in eigenstates $|n\rangle$ of $H_0$, with $p_n=e^{-\beta E_n}/Z_0$, $\langle O\rangle=\sum_np_nO_{nn}$ and $\Delta=E_m-E_n$. Then $W(\tau)_{nn}=W_{nn}$ and $W(\tau_1)_{nm}W(\tau_2)_{mn}=|W_{mn}|^2e^{-(\tau_1-\tau_2)\Delta}$. The double integral is
\begin{equation}
I(\Delta)=\int_0^\beta\!d\tau_1\,\frac{1-e^{-\tau_1\Delta}}{\Delta}=\frac\beta\Delta-\frac{1-e^{-\beta\Delta}}{\Delta^2},\qquad I(0)=\frac{\beta^2}{2}.
\end{equation}
Multiplied by $p_n$, the second piece is $-(p_n-p_m)/\Delta^2$. It is odd under $n\leftrightarrow m$ while $|W_{mn}|^2$ is even, so it cancels in the double sum. To order $B^2$,
\begin{equation}
\frac{Z}{Z_0}=1+\beta B\langle M\rangle+B^2\Big[-\beta\langle D\rangle+\frac{\beta^2}{2}\sum_{E_m=E_n}p_n|M_{mn}|^2+\beta\sum_{E_m\ne E_n}\frac{p_n|M_{mn}|^2}{E_m-E_n}\Big],
\end{equation}
where the sums run over both $n$ and $m$. With $\ln(1+u)=u-u^2/2+\dots$, the $B^2$ coefficient of $\ln Z$ is the bracket minus $\beta^2\langle M\rangle^2/2$, and $\xi$ is $2/\beta$ times that coefficient. Time reversal leaves $H_0$ and $\mathbf r$ unchanged and reverses $\mathbf v$ and $\mathbf S$, so it maps $M$ to $-M$. The average $\langle M\rangle$ then equals its own negative and vanishes. The result is the Van Vleck formula $\xi=\xi_{\rm C}+\xi_{\rm VV}+\xi_{\rm dia}$:
\begin{align}
\xi_{\rm C}&=\beta\sum_np_n\sum_{m:\,E_m=E_n}|M_{mn}|^2,\label{C}\\
\xi_{\rm VV}&=2\sum_np_n\sum_{m:\,E_m\neq E_n}\frac{|M_{mn}|^2}{E_m-E_n},\label{VV}\\
\xi_{\rm dia}&=-2\langle D\rangle=-\frac{e^2}{4m}\Big\langle\sum_i|\boldsymbol\rho_i-\mathbf R|^2\Big\rangle .\label{dia}
\end{align}
The inner sum of (\ref{C}), summed over a level, is the trace of $(PMP)^2$ with $P$ the projector on the level, so no special basis within a degenerate level is needed.

\section{Signs and temperature regimes}

The Curie term (\ref{C}) is non-negative and comes from moments already present in degenerate levels. The Langevin term (\ref{dia}) is negative. Averaging (\ref{VV}) with its copy under $n\leftrightarrow m$ gives
\begin{equation}
\xi_{\rm VV}=\sum_{E_m\ne E_n}|M_{mn}|^2K_{nm},\qquad K_{nm}=\frac{p_n-p_m}{E_m-E_n}=p_n\frac{1-e^{-\beta\Delta}}{\Delta}>0 ,
\end{equation}
so the total Van Vleck term is non-negative, although the share that (\ref{VV}) assigns to an excited level can be negative. It describes a moment induced by the field mixing different levels.

The name ``temperature-independent'' holds under a condition. If $kT$ is small against the gap above the ground level, the $p_n$ are frozen at $1/d_0$ on its $d_0$ states up to corrections of order $e^{-\beta\Delta}$. Then $\xi_{\rm VV}$ and $\xi_{\rm dia}$ are constant and $\xi_{\rm C}\propto1/T$. For a pair with $|\Delta|\ll kT$, $K_{nm}=\beta p_n(1-\beta\Delta/2+\dots)$, which is the weight in (\ref{C}): narrow splittings make part of $\xi_{\rm VV}$ behave as a Curie term, and $\xi$ is continuous as a splitting closes. The elements $M_{mn}$ depend on the gauge origin while $F$ does not, as shown below, so a condition on their size is meaningful only for an origin inside the ion. With that choice the truncation at $B^2$ in general needs the field energy $B|M_{mn}|$ to be small against the larger of $kT$ and $|\Delta|$ for each pair with a populated member. It also needs any splitting of a populated degenerate level at order $B^2$ to be small against $kT$: even a level without a moment can be split in this way, through its coupling to other levels. These two conditions are not sufficient, because $B^2D$ also mixes levels, and $B^2|D_{mn}|$ between a populated level and another level must be small against the larger of $kT$ and $|\Delta|$. A spinless electron in an isotropic planar oscillator ($\hbar=m=e=\omega=1$, origin at the centre) has $H=\tfrac12p^2+\tfrac12(1+B^2/4)\rho^2+\tfrac12BL_z$. Its ground state has $M|0\rangle=0$ and meets the first two conditions in any field, yet its energy $\sqrt{1+B^2/4}$ follows the truncated form $1+B^2/8$ only for $B\ll2$. The three conditions together are still not sufficient: an unpopulated level with a moment of its own must also stay far above the populated ones, so its Zeeman shift must be small against its gap. A singlet below an uncoupled triplet meets all three conditions with $D$ neglected, yet becomes magnetic once the field brings the lowest triplet state down to within $kT$ of it. Interactions between ions lie outside the formula.

\section{Moving the gauge origin}

Compare origin $0$ with origin $\mathbf R$, and write $\mathbf X=(X,Y)=\sum_i\boldsymbol\rho_i$. By (\ref{MD}) and (\ref{vel}), $M$ changes by
\begin{equation}
\delta M=\frac e2\sum_i(R_xv_{iy}-R_yv_{ix})=\frac{ie}{2\hbar}[H_0,G],\qquad G=R_xY-R_yX .
\end{equation}
Between exact eigenstates,
\begin{equation}
\delta M_{mn}=\frac{ie}{2\hbar}(E_m-E_n)G_{mn}.
\label{dM}
\end{equation}

\paragraph{Curie term.} All elements (\ref{dM}) inside a level vanish, so $\xi_{\rm C}$ is independent of the origin by itself. The statement that only a sum is invariant concerns the other two terms.

\paragraph{Van Vleck term.} With $M$ taken at origin $0$,
$|M_{mn}+\delta M_{mn}|^2=|M_{mn}|^2+M_{nm}\delta M_{mn}+\delta M_{nm}M_{mn}+|\delta M_{mn}|^2$. In the cross terms $\delta M_{mn}$ carries $+\Delta$ and $\delta M_{nm}$ carries $-\Delta$, which cancel the denominator of (\ref{VV}):
\begin{equation}
\delta\xi^{(1)}_{\rm VV}=\frac{ie}{\hbar}\sum_np_n\sum_{E_m\ne E_n}\big(M_{nm}G_{mn}-G_{nm}M_{mn}\big).
\end{equation}
The missing terms with $E_m=E_n$ may be added, because $p_n$ is the same throughout a level and renaming $n\leftrightarrow m$ turns the second product into the first, so they sum to zero. Completeness then gives $(ie/\hbar)\langle[M,G]\rangle$. The spin part of $M$ commutes with $G$. For the orbital part, (\ref{vel}) gives $[x_iv_{iy},G]=x_iR_x(-i\hbar/m)$ and $[-y_iv_{ix},G]=(-y_i)(-R_y)(-i\hbar/m)$, so
\begin{equation}
[M,G]=-\frac e2\Big(-\frac{i\hbar}{m}\Big)\mathbf R\cdot\mathbf X,\qquad
\delta\xi^{(1)}_{\rm VV}=\frac{ie}{\hbar}\,\frac{ie\hbar}{2m}\,\mathbf R\cdot\langle\mathbf X\rangle=-\frac{e^2}{2m}\mathbf R\cdot\langle\mathbf X\rangle .
\end{equation}
In the quadratic term $|\delta M_{mn}|^2/\Delta=(e^2/4\hbar^2)\Delta|G_{mn}|^2$, which vanishes for $\Delta=0$, so the restriction on $m$ can be dropped. The identity $[G,[H_0,G]]=2GH_0G-G^2H_0-H_0G^2$ has the diagonal element $2\sum_m(E_m-E_n)|G_{mn}|^2$. On the other hand $[H_0,G]=(\hbar/i)\sum_j(R_xv_{jy}-R_yv_{jx})$, and (\ref{vel}) gives $[G,[H_0,G]]=(\hbar/i)(i\hbar/m)N(R_x^2+R_y^2)$. This is the Thomas--Reiche--Kuhn sum rule, and
\begin{equation}
\delta\xi^{(2)}_{\rm VV}=\frac{e^2}{4\hbar^2}\big\langle[G,[H_0,G]]\big\rangle=\frac{Ne^2R^2}{4m}.
\end{equation}

\paragraph{Langevin term.} Since $\sum_i|\boldsymbol\rho_i-\mathbf R|^2=\sum_i\rho_i^2-2\mathbf R\cdot\mathbf X+NR^2$,
\begin{equation}
\delta\xi_{\rm dia}=-\frac{e^2}{4m}\big(NR^2-2\mathbf R\cdot\langle\mathbf X\rangle\big)=-\delta\xi^{(1)}_{\rm VV}-\delta\xi^{(2)}_{\rm VV}.
\label{shift}
\end{equation}
Each term changes and their sum does not. With the electronic centroid $\mathbf c=\langle\mathbf X\rangle/N$, completing the square gives $NR^2-2\mathbf R\cdot\langle\mathbf X\rangle=N|\mathbf R-\mathbf c|^2-Nc^2$. Both $\xi_{\rm VV}$ and $|\xi_{\rm dia}|$ are therefore smallest at $\mathbf R=\mathbf c$ and exceed their minimum by $Ne^2|\mathbf R-\mathbf c|^2/4m$, without limit. The susceptibility fixes only their sum, and a value quoted for either term carries an origin with it.

The invariance of the total holds to all orders in $B$. The two potentials differ by $-\tfrac12\mathbf B\times\mathbf R=\nabla\Lambda$ with $\Lambda=-\tfrac12B(R_xy-R_yx)$, and $e^{-ie\Lambda/\hbar}\,\mathbf p\,e^{ie\Lambda/\hbar}=\mathbf p+e\nabla\Lambda$. Summing $\Lambda$ over electrons gives $-BG/2$, so $H(\mathbf R)=e^{ieBG/2\hbar}H(0)e^{-ieBG/2\hbar}$ and the spectrum is unchanged. The phase depends on $B$, and its expansion moves terms of order $B^2$ between $M$ acting twice and $D$ acting once.

The proof uses three conditions: $[x,v_x]=i\hbar/m$, which needs a local $V$; the full velocity in $M$; and completeness. The last two are broken on purpose below.

\section{A model with no spatial symmetry}

Take one electron in a plane with $\hbar=m=e=1$, $g=2$, $kT=0.3$,
\begin{equation}
V=0.5x^2+0.72y^2+0.2x+0.1y+0.05xy^2+0.04x^2y+0.03r^4,
\end{equation}
and Rashba coupling $\alpha(\sigma_xp_y-\sigma_yp_x)$ with $\alpha=0.3$, so that $\mathbf a=\alpha(-\sigma_y,\sigma_x)$. The levels are Kramers doublets. Diagonalization gives $\langle\mathbf r\rangle=(-0.18163,-0.07390)$. For $\mathbf R=(0.7,-0.4)$, (\ref{shift}) predicts
$\delta\xi_{\rm VV}=R^2/4-\mathbf R\cdot\langle\mathbf r\rangle/2=0.1625+0.0488=0.2113$. The sums over states give $\xi_{\rm C}=0.5549$ at both origins, while $\xi_{\rm VV}$ goes from $0.1157$ to $0.3270$ and $\xi_{\rm dia}$ from $-0.2294$ to $-0.4407$. At the centroid they are $0.1061$ and $-0.2198$. The total is $0.4412$ in all three cases. The numerical check tests the changes of all three terms from $0$ to $\mathbf R$ and the change of $\xi_{\rm VV}$ from $0$ to the centroid, and tests the totals at $0$ and $\mathbf R$ against the curvature of $F(B)$ from diagonalization in a finite field.

If $\mathbf p/m$ is used in place of $\mathbf v$, the change of $M$ is $(e/2m)(\mathbf R\times\mathbf p)_z$. Inside a level $\mathbf v$ has no elements, so there $\mathbf p/m$ equals $-\mathbf a$, which need not vanish. In the model the Curie term so computed is $0.758$ at origin $0$ and $0.812$ at $\mathbf R$, against the correct $0.555$.

\section{A closed-shell ion in a finite basis}

For Li$^+$ without spin--orbit terms the ground state $|0\rangle$ is a nondegenerate $^1S$ state, so $\xi_{\rm C}=0$ and $S_z|0\rangle=0$. In a basis of complete angular shells centred on the nucleus, $L_z|0\rangle=0$ about the nucleus and $\langle\mathbf X\rangle=0$ by parity, so $\xi_{\rm VV}(0)=0$. For $\mathbf R=(d,0)$, $\delta M=(ed/2m)P_y$ with $P_y=\sum_ip_{iy}$, but (\ref{dM}) no longer holds between eigenstates of the truncated $H_0$. Direct substitution in (\ref{VV}) gives
\begin{equation}
\xi_{\rm VV}(d)=\frac{e^2d^2}{4m}S_{\rm TRK},\qquad S_{\rm TRK}=\frac2m\sum_{n\neq0}\frac{|\langle n|P_y|0\rangle|^2}{E_n-E_0}.
\end{equation}
The change of $\xi_{\rm dia}$ is a ground-state average and stays $-Ne^2d^2/4m$ in any such basis. Therefore
\begin{equation}
\xi(d)-\xi(0)=\frac{e^2d^2}{4m}\,(S_{\rm TRK}-N),
\label{err}
\end{equation}
which vanishes in a complete basis, where the sum rule makes $S_{\rm TRK}=N$. For exact states $P_y|0\rangle=(im/\hbar)(H_0-E_0)Y|0\rangle$, so the first-order state is proportional to $Y|0\rangle$. An $s$ Gaussian times $y$ is a $p$ Gaussian of the same exponent, so the basis should carry such $p$ functions.

The calculation is nonrelativistic full configuration interaction with $N=2$ and $d=2$ bohr, in atomic units ($e=m=1$, so $e^2d^2/4m=1$; the unit of $\xi$ is $7.891\times10^{-29}$ J/T$^2$). The first basis has $s$ exponents $0.25\times2.7^k$ bohr$^{-2}$ for $k=0,\dots,7$, $p$ exponents equal to the first seven, and $d$ exponents $1.5$ and $5.0$. It gives $\langle\sum_i\rho_i^2\rangle=0.5957$ bohr$^2$, so $\xi(0)=-0.5957/4=-0.1489$. The last digit belongs to this basis: an explicitly correlated (Hylleraas) wave function gives the converged nonrelativistic values $0.5950$ bohr$^2$ and $-0.1488$, a shift of about $0.1\%$ that leaves the two-digit molar values below unchanged. With $S_{\rm TRK}=1.99814$ the shifted origin gives $\xi_{\rm VV}=1.9981$, $\xi_{\rm dia}=-0.1489-2=-2.1489$ and a sum of $-0.1508$. The origin error $1.99814-2=-0.00186$ is about $0.1\%$ of either large term and about $1\%$ of $|\xi(0)|$. In cc-pVDZ, $\xi(0)=-0.1487$ is nearly the same, but $S_{\rm TRK}=0.2083$, and the shifted total is $0.2083-2.1487=-1.9404$, thirteen times $\xi(0)$. The defect lies in the $p$ space, as the argument above suggests. Adding four $p$ functions with exponents $14.24$, $4.581$, $1.58$ and $0.564$ bohr$^{-2}$ raises $S_{\rm TRK}$ to $1.977$, and uncontracting the existing $p$ shell raises it to $1.789$, while uncontracting the $s$ shell or adding $d$ exponents $1.5$ and $5.0$ leaves it at $0.21$. Equation (\ref{err}) is tested in both bases against the ground-state energy in a finite field. With the origin at the nucleus, multiplication by the unit and by $\mu_0N_A$ gives $\chi_{\rm mol}=-8.9\times10^{-12}$ m$^3$/mol, or $-7.1\times10^{-7}$ cm$^3$/mol in cgs units (a factor $10^6/4\pi$).

\section{Multiplets of an open-shell ion}

Within one $LS$ term take the model $H_0=\lambda\mathbf L\cdot\mathbf S$ and $M=-\mu_B(L_z+gS_z)=-\mu_B[J_z+(g-1)S_z]$, with the origin at the nucleus. The model omits $\mathbf a_i$ in $M$, the term $\xi_{\rm dia}$, other terms and configurations, and the crystal field. Write $x=J(J+1)$, $\ell=L(L+1)$, $\sigma=S(S+1)$. From $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S$, $E_J=\tfrac12\lambda(x-\ell-\sigma)$ and $E_J-E_{J-1}=\lambda J$.

The states $S_q|JM_J\rangle$ rotate as the product of spin $1$ and spin $J$, which for $J>0$ contains $J-1$, $J$ and $J+1$, each at most once. So $S_z$ connects only $\Delta J=0,\pm1$. Because $J$ occurs once, the part of $\mathbf S$ inside level $J$ is fixed up to a constant and is proportional to $\mathbf J$, which rotates in the same way: $\mathbf S\to s_J\mathbf J$. The scalar product with $\mathbf J$, using $\mathbf L=\mathbf J-\mathbf S$ to get $\mathbf J\cdot\mathbf S=\tfrac12(x+\sigma-\ell)$, gives $s_J=(x+\sigma-\ell)/2x$, and $M\to-\mu_Bg_JJ_z$ with $g_J=1+(g-1)s_J$.

Let $A_J=\sum_{M_J}|\langle J-1,M_J|S_z|J,M_J\rangle|^2$. The projector on level $J$ is rotationally invariant, so the trace of $S_z^2$ over it is a third of the trace of $\mathbf S^2$, namely $(2J+1)\sigma/3$. In the same way $\sum M_J^2=(2J+1)x/3$. Inserting a complete set between the two factors $S_z$,
\begin{equation}
A_J+A_{J+1}+\tfrac13(2J+1)s_J^2x=\tfrac13(2J+1)\sigma .
\label{rec}
\end{equation}
With $A_{|L-S|}=0$ this fixes every $A_J$. With $a=(L-S)^2$ and $b=(L+S+1)^2$ the solution is
\begin{equation}
A_J=\frac{(J^2-a)(b-J^2)}{12J},\qquad 12A_J=-J^3+(a+b)J-\frac{ab}{J}.
\end{equation}
To verify it, use $J^3+(J+1)^3=(2J+1)(x+1)$ and $1/J+1/(J+1)=(2J+1)/x$, which give $12(A_J+A_{J+1})/(2J+1)=-x+(a+b-1)-ab/x$. Equation (\ref{rec}) demands $4\sigma-(x+\sigma-\ell)^2/x=-x+2(\ell+\sigma)-(\ell-\sigma)^2/x$. The two agree because $a+b-1=2(\ell+\sigma)$ and $ab=[(L-S)(L+S+1)]^2=(\ell-\sigma)^2$. The level $J=0$, where $x=0$, occurs only for $L=S$. There the $s_J$ term in (\ref{rec}) is absent, and $A_1=\sigma/3$ again agrees with the solution.

Let $P_J=(2J+1)e^{-\beta E_J}/Z_0$, so each state has $p=P_J/(2J+1)$. Only $(g-1)S_z$ connects levels, upward across $+\lambda(J+1)$ and downward across $-\lambda J$. Equations (\ref{C}) and (\ref{VV}) become
\begin{align}
\xi_{\rm C}&=\frac{\beta\mu_B^2}{3}\sum_JP_J\,g_J^2J(J+1),\\
\xi_{\rm VV}&=\frac{2(g-1)^2\mu_B^2}{\lambda}\sum_J\frac{P_J}{2J+1}\Big[\frac{A_{J+1}}{J+1}-\frac{A_J}{J}\Big],
\end{align}
with the downward term absent for the lowest $J$. For $kT\gg E_{\max}-E_{\min}$ every $K_{nm}$ tends to $\beta$ over the number of states, and $\xi$ becomes $\beta\mu_B^2$ times the mean of $(L_z+gS_z)^2$. The cross term has zero trace, so $\xi\to\beta\mu_B^2(\ell+g^2\sigma)/3$. The closed forms are tested against explicit matrices and $F(B)$, also for a case with $L\ne S$.

\section{The $f^6$ ion}

The term $^7F$ has $L=S=3$ and a $J=0$ ground level for $\lambda>0$. Take the round model value $\lambda/k=500$ K, roughly the size of the $J=0$ to $J=1$ gap in Eu$^{3+}$, and $g=2.00232$. Here $s_J=\tfrac12$, so $g_J=1.50116$ for all $J\ge1$, and $a=0$, $b=49$ give $A_J/J=(49-J^2)/12$, with $A_1=4$. For $J\ge1$ the bracket is $[J^2-(J+1)^2]/12=-(2J+1)/12$, so each excited level contributes $-P_J/12$, and the ground level contributes $4P_0$:
\begin{equation}
\xi_{\rm VV}=\frac{2(g-1)^2\mu_B^2}{\lambda}\Big[4P_0-\frac{1-P_0}{12}\Big]=\frac{2(g-1)^2\mu_B^2}{\lambda}\,\frac{49P_0-1}{12}.
\end{equation}
The molar unit is $\mu_0N_A\mu_B^2/k=4.714\times10^{-6}$ m$^3$K/mol.

For $T\to0$, $P_0=1$ and
\begin{equation}
\chi_{\rm mol}=\frac{8\times1.00232^2}{500\ {\rm K}}\times4.714\times10^{-6}\ {\rm m^3K/mol}=7.58\times10^{-8}\ {\rm m^3/mol},
\end{equation}
or $6.03\times10^{-3}$ cm$^3$/mol in cgs units. At 20 K the Curie part is $1.5\times10^{-17}$ m$^3$/mol and the total still has the $T\to0$ value: the ion is a temperature-independent paramagnet.

At 300 K the levels at $0$, $500$, $1500$ and $3000$ K hold $P_J=0.62475$, $0.35400$, $0.02105$ and $0.00020$. Then $\sum P_JJ(J+1)=0.7080+0.1263+0.0024=0.8367$ and $4P_0-(1-P_0)/12=2.4990-0.0313=2.4677$, so in m$^3$/mol
\begin{align}
\chi_{\rm C}&=\frac{1.50116^2\times0.8367}{3\times300}\times4.714\times10^{-6}=0.988\times10^{-8},\\
\chi_{\rm VV}&=\frac{2\times1.00232^2\times2.4677}{500}\times4.714\times10^{-6}=4.675\times10^{-8}.
\end{align}
The total is $5.66\times10^{-8}$ m$^3$/mol, or $4.51\times10^{-3}$ cm$^3$/mol. The Van Vleck part has fallen to $4.675/7.578=0.62$ of its low-temperature value, following the population of the ground level.

The high-temperature limit is formal, since the model keeps one term only. Let $u=\beta\lambda$ and let bars denote unweighted means over the 49 states. Above the ground level $E/\lambda=x/2=12+\mathbf L\cdot\mathbf S$. The traces factorize, with $\overline{L_iL_j}=\delta_{ij}\ell/3$, so $\overline{\mathbf L\cdot\mathbf S}=0$ and $\overline{(\mathbf L\cdot\mathbf S)^2}=3(\ell/3)(\sigma/3)=48$. The mean of $E/\lambda$ is $12$ and its mean square is $144+48=192$. Then $49P_0=1/\overline{e^{-\beta E}}=1/(1-12u+96u^2)=1+12u+48u^2$ to second order, which gives $kT\xi_{\rm VV}=2(g-1)^2(1+4u)\mu_B^2$. The thermal mean of $x/2$ drops by $u$ times the variance, so $\langle x\rangle=24-96u$ and $kT\xi_{\rm C}=g_J^2(8-32u)\mu_B^2$. At $10^6$ K, $u=5\times10^{-4}$, and these are $2.009\times1.002=2.013$ and $2.2535\times7.984=17.992$, the computed values. Their sum $20.005$ lies $0.16\%$ below the limit $(12+12g^2)/3=20.037$ for free $\mathbf L$ and $\mathbf S$, and a tenth of this $1/T$ susceptibility comes from the Van Vleck term.

\section*{Calculated quantities}
\begin{verbatim}
f6 ion: L=S=3, lam/k = 500 K, g = 2.00232, g_J = 1.50116
mu0 NA muB^2/k = 4.71425e-06 m^3 K/mol
A_J, J=1..6: 4.0000 7.5000 10.0000 11.0000 10.0000 6.5000
E_J-E_0 (K), J=0..3: 0 500 1500 3000
populations 300 K, J=0..3: 0.62475 0.35400 0.02105 0.00020
T->0 limit chi = 7.5778e-08 m^3/mol = 6.0302e-03 cm^3/mol (cgs)
T=20 K: Curie 1.4754e-17, VV 7.5778e-08 m^3/mol
T=20 K: sum 7.5778e-08, from F(B) 7.5778e-08 m^3/mol
T=300 K: Curie 9.8760e-09, VV 4.6750e-08 m^3/mol
T=300 K: sum 5.6626e-08, from F(B) 5.6626e-08 m^3/mol
300 K total = 4.5062e-03 cm^3/mol (cgs)
T=1e6 K, kT*xi (muB^2): Curie 17.992, VV 2.013, free L and S 20.037
Rashba model (hbar=m=e=1): alpha=0.3, g=2.0, kT=0.3, R=(0.7, -0.4)
V = 0.5x^2+0.72y^2+0.2x+0.1y+0.05xy^2+0.04x^2y+0.03r^4
<r> = (-0.181630, -0.073904), thermal TRK sum = 1.00000000
origin 0: Curie 0.554890, VV 0.115678, dia -0.229373, total 0.441194
origin R: Curie 0.554890, VV 0.326967, dia -0.440663, total 0.441194
centroid: Curie 0.554890, VV 0.106065, dia -0.219760, total 0.441194
from F(B): origin 0 0.441194, origin R 0.441194
predicted VV shift: R^2/4 = 0.162500, -R.<r>/2 = 0.048790, sum 0.211290
Curie with r x p in place of r x v: origin 0 0.758098, origin R 0.811801
Li+ FCI, N = 2, shift d = 2.0 bohr; 1 a.u. of xi = 7.89104e-29 J/T^2
8s7p2d exponents (bohr^-2): s 0.25*2.7^k k=0..7, p k=0..6, d 1.5 and 5.0
8s7p2d: 39 orbitals, E0 = -7.276202 hartree, S_TRK = 1.99814
  <x^2+y^2> at nucleus = 0.595722 bohr^2
  nucleus: VV 0.000000, dia -0.148931, sum -0.148931, E(B) -0.148931 a.u.
  shifted: VV 1.998138, dia -2.148931, sum -0.150792, E(B) -0.150792 a.u.
  origin error d^2(S_TRK-N)/4 = -0.001862 a.u.
cc-pVDZ: 14 orbitals, E0 = -7.236224 hartree, S_TRK = 0.20833
  <x^2+y^2> at nucleus = 0.594920 bohr^2
  nucleus: VV 0.000000, dia -0.148730, sum -0.148730, E(B) -0.148730 a.u.
  shifted: VV 0.208326, dia -2.148730, sum -1.940404, E(B) -1.940404 a.u.
  origin error d^2(S_TRK-N)/4 = -1.791674 a.u.
Li+ chi (8s7p2d, nucleus) = -8.8936e-12 m^3/mol = -7.0773e-07 cm^3/mol (cgs)
\end{verbatim}
